# Why a Molecule on a Frozen Slab Keeps All Its Vibrations

A vibrational calculation for a precursor on a surface ends with a decision: which wavenumbers enter the adsorption free energy? For a free nonlinear molecule of $N$ atoms, six rigid-body motions are removed and $3N-6$ vibrations remain. If the same projection is applied to the molecule on a frozen slab, the predicted coverage at a given dose pressure can be wrong by more than a factor of ten. The following case shows this with every contribution in view.

## A bent molecule above a fixed surface

Take a water-like molecule with masses 15.999 u for O and 1.008 u for each H. Its internal energy is

$$V_{\rm int}=\tfrac12k_b[(l_1-l_0)^2+(l_2-l_0)^2]+\tfrac12k_a(\alpha-\alpha_0)^2 ,$$

with bond lengths $l_1,l_2$, angle $\alpha$, $l_0=0.096$ nm, $\alpha_0=104.5^\circ$, $k_b=5000$ eV/nm² and $k_a=4.2$ eV/rad².

Frozen slab atoms have no coordinates of their own in the vibrational problem. They act as a fixed external field, here

$$\begin{aligned}U_{\rm ext}={}&D_0\{[1-e^{-b(z_O-z_0)}]^2-1\}+\tfrac W2(1-\cos\kappa x_O)+\tfrac W2(1-\cos\kappa y_O)\\&+\sum_{H}\left[A e^{-c(z_H-z_0)}+\tfrac{W_H}{2}(1-\cos\kappa y_H)\right].\end{aligned}$$

The round parameters are $D_0=1.00$ eV, $b=15$ nm⁻¹, $z_0=0.20$ nm, $W=0.50$ eV, $A=0.15$ eV, $c=20$ nm⁻¹ and $W_H=0.30$ eV. The square surface cell has side $a=0.50$ nm, and $\kappa=2\pi/a$. The corrugation terms are written without a height dependence, so this form of the field is used only within the adsorption well. A molecule in the gas feels no field, and its relaxed energy is the zero of energy.

At the relaxed minimum the molecule stands upright, oxygen down, in the $xz$ plane. Its energy relative to the separated molecule is $E_0=-0.912$ eV, without vibrations.

Now shift the whole molecule by a small $x$. No bond changes, and only the oxygen term depends on $x$. Since $1-\cos\kappa x\approx\kappa^2x^2/2$, the energy rises by $\frac12k_xx^2$ with

$$k_x=\tfrac12W\kappa^2=0.25\times(12.57)^2=39.5\ \text{eV/nm}^2 .$$

This rigid motion has a restoring force. A shift along $y$ also moves both hydrogens through their corrugation, which adds $2\times\frac12W_H\kappa^2=47.4$ eV/nm² and gives 86.9 eV/nm². The curvature along $z$ is 406 eV/nm². Rigid turns about the $x$, $y$ and $z$ axes through the centre of mass have curvatures 0.234, 0.294 and 0.270 eV/rad². None of the six vanishes.

The nine modes of the full Hessian have wavenumbers

- 76.9, 97.7, 211.9, 247.6, 252.8 and 322.7 cm⁻¹;
- 1636.3, 3763.8 and 3815.5 cm⁻¹.

The first six lie in the space of rigid motions to five decimals of their squared amplitude. An uncoupled shift has frequency $\sqrt{k/M}$, with $M$ the molecular mass. This gives 77.2, 114.5 and 247.6 cm⁻¹ for $x$, $y$ and $z$, so the modes at 76.9, 97.7 and 247.6 cm⁻¹ are mainly shifts and the other three mainly turns. The $y$ estimate is too high because a $y$ shift produces forces at different heights, hence a torque about $x$, and the two motions mix.

Projection leaves 1636.3, 3763.8 and 3815.5 cm⁻¹. To the digits given, the internal modes are unchanged. The error here is therefore the loss of the six frustrated motions.

## What the missing modes are worth

In normal coordinates the harmonic energy is a sum of independent oscillators. One of them has levels $(n+\frac12)\hbar\omega$, so its partition function is a geometric series:

$$q=e^{-\hbar\omega/2kT}\sum_{n\ge0}e^{-n\hbar\omega/kT}=\frac{e^{-\hbar\omega/2kT}}{1-e^{-\hbar\omega/kT}} .$$

With $F=-kT\ln q$,

$$F(\omega)=\tfrac12\hbar\omega+kT\ln(1-e^{-\hbar\omega/kT}).$$

At 450 K, $kT=0.03878$ eV, and the six omitted modes give, in order of wavenumber,

$$\begin{aligned}\Delta F&=-0.0543-0.0450-0.0144-0.0080-0.0072+0.0029\\&=-0.126\ \text{eV}.\end{aligned}$$

This sum contains $+0.075$ eV of zero-point energy and $-0.201$ eV of thermal free energy. The sign of one contribution changes where $e^{-u/2}=1-e^{-u}$, with $u=\hbar\omega/kT$. Multiplication by $e^{u/2}$ gives $2\sinh(u/2)=1$, so $u=2\,\mathrm{arcsinh}(1/2)=0.962$. At 450 K this is 301 cm⁻¹: softer modes stabilize the adsorbate, stiffer ones destabilize it. That is why the mode at 322.7 cm⁻¹ has the opposite sign from the others.

To turn $\Delta F$ into a coverage, let each surface cell hold at most one molecule, without interactions between cells. At chemical potential $\mu_c$ an occupied site has weight $q_{\rm ads}e^{\mu_c/kT}$ and an empty one has weight 1. The coverage $\theta$ thus obeys

$$\frac{\theta}{1-\theta}=q_{\rm ads}e^{\mu_c/kT}.$$

For an ideal gas of density $n$, $e^{\mu_c/kT}=nV/q_{\rm gas}$, where $V$ is the gas volume. Hence

$$\frac{\theta}{1-\theta}=nK,\qquad K=\frac{V q_{\rm ads}}{q_{\rm gas}} .$$

The gas partition function contains three translations, three rotations and three vibrations:

$$\frac{q_{\rm gas}}V=\left(\frac{MkT}{2\pi\hbar^2}\right)^{3/2}\frac{\sqrt\pi}{\sigma}\left(\frac{2kT}{\hbar^2}\right)^{3/2}\sqrt{I_1I_2I_3}\prod_{j=1}^{3}q_j^{\rm gas}.$$

Here $I_i$ are the principal moments of inertia and $\sigma=2$, because a half-turn exchanges the hydrogens. The rotations are treated classically; summing the rotor levels instead raises the rotational factor by about 1 % at 450 K and lowers $K$ by the same amount, with or without projection. On the surface,

$$q_{\rm ads}=e^{-E_0/kT}\prod_{j=1}^{9}q_j .$$

The half-turned molecule on the surface differs only by exchange of identical hydrogens, so it is not counted as a second well.

Nine degrees of freedom stand on each side. Projection leaves three on the surface and nine in the gas, and divides $K$ by

$$e^{-\Delta F/kT}=e^{0.126/0.03878}\approx26 .$$

With all modes $K=3.71\times10^4$ nm³; after projection it is $1.44\times10^3$ nm³. Since $n=p/kT$, half coverage requires $p_{1/2}=kT/K$, which is 1.26 Torr in the first case and 32 Torr in the second. At a fixed pressure of 0.10 Torr,

$$\theta=\frac{0.10}{0.10+1.26}=0.074,\qquad \theta_{\rm proj}=\frac{0.10}{0.10+32.35}=0.0031 .$$

## A count that uses no normal modes

The role of the six modes can be tested without defining any of them. For a rigid molecule in classical mechanics, the momentum integral at fixed position and orientation is the same in the gas and on the surface, so it cancels in $K$. The gas has orientation volume $8\pi^2$ per unit volume of position. What remains is

$$K_{\rm cl}=\frac1{8\pi^2}\int_{\rm cell}d^3r\,d\Omega\;e^{-U_{\rm ext}/kT}.$$

Labelled hydrogens are used in numerator and denominator, so the exchange factor cancels. The height integral covers the adsorption well.

At low temperature this integral samples only the bottoms of the wells. It must then approach the classical mode result, in which $q_j=kT/\hbar\omega_j$ for all nine modes. To imitate a rigid molecule, the internal springs were made 1000 times stiffer for this comparison. The logarithm of the integral divided by the mode result was 0.0113 at 40 K and 0.0052 at 20 K. Linear extrapolation gives $-0.0008$ at zero temperature. These temperatures test the classical limit of the formulas; they are not a classical description of cold water. The definition of $K$ thus contains the six motions, with the weight that the vibrational count assigns to them.

The quantum problem of the $x$ shift gives the same picture. For a mass $M$ in the periodic potential $\frac12W(1-\cos\kappa x)$, with wavefunctions of the cell's period, the first level spacing is 9.53 meV. The harmonic value is 9.57 meV. At 450 K the free energies are $-0.0550$ and $-0.0542$ eV. The motion has vibrational levels and contributes accordingly.

## The general statement

Let a nonlinear molecule be at a nondegenerate minimum of $V=V_{\rm int}+U_{\rm ext}$, where $U_{\rm ext}$ is the field of immobile slab atoms. Then:

1. All $3N$ harmonic frequencies are real and positive.
2. The curvature of $V$ along any rigid motion equals the second derivative of $U_{\rm ext}$ along that motion.
3. Projection replaces the $3N$ frequencies by $3N-6$ others, none above its counterpart among the top $3N-6$ true ones.

The first part follows from the minimum. Let $H$ be the Cartesian Hessian and $m$ the diagonal mass matrix. Small displacements $d$ obey $m\ddot d=-Hd$. With $w=m^{1/2}d$ this becomes $\ddot w=-Dw$, where $D=m^{-1/2}Hm^{-1/2}$. A nondegenerate minimum has positive definite $H$. Then $w^TDw=(m^{-1/2}w)^TH(m^{-1/2}w)>0$ for every nonzero $w$, so all eigenvalues $\lambda_i=\omega_i^2$ are positive.

For the second part, consider a rigid motion with parameter $s$, in which every atom has velocity

$$t_i=\frac{dr_i}{ds}=v+\Omega\times r_i,\qquad \frac{d^2r_i}{ds^2}=\Omega\times t_i ,$$

with constant vectors $v$ and $\Omega$. Because $V_{\rm int}$ does not change, its gradient $g^{\rm int}$ merely turns with the molecule. Differentiating this gradient along the motion gives

$$(H_{\rm int}t)_i=\Omega\times g_i^{\rm int}.\tag{1}$$

At the gas-phase minimum $g^{\rm int}=0$, so $H_{\rm int}t=0$. A nonlinear molecule has six independent vectors $t$, hence six zero modes. This is the origin of the usual projection, and it requires that no external field acts.

On the surface the molecule is slightly strained, and only the total force vanishes: $g^{\rm int}=-g^{\rm ext}$. Multiply (1) by $t_i$ and sum. The cyclic rule for the triple product gives $t_i\cdot(\Omega\times g_i)=g_i\cdot(t_i\times\Omega)=-g_i\cdot(\Omega\times t_i)$, so

$$t^TH_{\rm int}t=-\sum_i g_i^{\rm int}\cdot(\Omega\times t_i)=\sum_i g_i^{\rm ext}\cdot\frac{d^2r_i}{ds^2}.$$

Add $t^TH_{\rm ext}t$ to both sides. The right side is then the chain rule for a second derivative along a curved path:

$$t^THt=t^TH_{\rm ext}t+\sum_i g_i^{\rm ext}\cdot\frac{d^2r_i}{ds^2}=\frac{d^2U_{\rm ext}}{ds^2}.\tag{2}$$

Along the exact rigid path $V_{\rm int}$ is constant, so the whole curvature is that of $U_{\rm ext}$ along the curved path. The piece $t^TH_{\rm int}t$ alone need not vanish when the bonds are strained: it supplies the term $\sum_i g_i^{\rm ext}\cdot d^2r_i/ds^2$, which in the example is 0.100 eV/rad² for the turns about $x$ and $y$. In the example, the six curvatures found by actually shifting and turning the molecule in $U_{\rm ext}$ agree with $t^THt$.

Equation (2) also tells when a zero mode can survive. At any minimum $H$ has no negative eigenvalue, so $t^THt=0$ implies $Ht=0$. A rigid motion is a zero mode if and only if the surface field has zero second derivative along it.

## What projection does to the other modes

Let the six columns of $T$ be orthonormal mass-weighted rigid motions, and let $P=1-TT^T$. Since $PT=0$, the matrix $PDP$ has six zeros whatever $D$ is. Finding them afterwards says nothing about the surface.

Call the other eigenvalues $\mu_i$, in rising order. They are the eigenvalues of $D$ restricted to the space orthogonal to $T$. The min-max principle gives $\lambda_i$ as the smallest possible maximum of $w^TDw/w^Tw$ over subspaces of dimension $i$. Restricting the choice of subspaces cannot lower this minimum, so $\mu_i\ge\lambda_i$. Equivalently, $\mu_i$ is the largest possible minimum over subspaces of dimension $3N-6-i+1$ in the restricted space. Without the restriction, that dimension belongs to $\lambda_{i+6}$. Therefore

$$\lambda_i\le\mu_i\le\lambda_{i+6},$$

which proves the third part.

To find the lost classical free energy, use a basis made of $T$ and its orthogonal complement:

$$D=\begin{pmatrix}A_T&B\\B^T&C\end{pmatrix},\qquad \det D=\det C\,\det S,\qquad S=A_T-BC^{-1}B^T .$$

This is block elimination. The eigenvalues of $C$ are the $\mu_i$, and the $T$ block of $D^{-1}$ is $S^{-1}$. Hence

$$\frac{\prod_i\lambda_i}{\prod_i\mu_i}=\det S=\frac1{\det(T^TD^{-1}T)}.$$

For $kT\gg\hbar\omega$ one has $F\approx kT\ln(\hbar\omega/kT)$. If this holds for all modes, subtraction of the two sums leaves six factors $\hbar/kT$:

$$\Delta F_{\rm cl}=kT\left[6\ln\frac{\hbar}{kT}-\tfrac12\ln\det(T^TD^{-1}T)\right].$$

No mode had to be labelled as a shift or a turn. The first term makes $\Delta F_{\rm cl}$ negative at sufficiently high temperature. At zero temperature the omitted part is

$$\Delta F(0)=\frac\hbar2\left(\sum_{i=1}^{3N}\sqrt{\lambda_i}-\sum_{i=1}^{3N-6}\sqrt{\mu_i}\right)\ge\frac\hbar2\sum_{i=1}^{6}\sqrt{\lambda_i}>0 ,$$

by $\mu_i\le\lambda_{i+6}$. In the harmonic model the error must therefore cross zero at some temperature. Here that happens at 271 K. The omitted free energy is $-0.017$ eV at 300 K and $-0.260$ eV at 600 K. Agreement near 271 K would be a cancellation of zero-point and thermal parts, and a narrow one: at 300 K projection already lowers $K$ by $e^{0.017/0.0259}\approx1.9$.

## Flat directions and moving slabs

A soft mode is real, but it need not be harmonic. For the $x$ shift, the classical partition function of one cell is

$$q_x=\sqrt{\frac{MkT}{2\pi\hbar^2}}\int_0^a e^{-W(1-\cos\kappa x)/2kT}dx=\sqrt{\frac{MkT}{2\pi\hbar^2}}\;a\,e^{-\zeta}I_0(\zeta),\quad \zeta=\frac W{2kT},$$

where $I_0$ is the modified Bessel function. For $W\gg kT$, $I_0(\zeta)\approx e^\zeta/\sqrt{2\pi\zeta}$. With $\omega=\kappa\sqrt{W/2M}$ this gives $q_x=kT/\hbar\omega$, the classical vibration. For $W\to0$, $I_0\to1$ and $q_x$ becomes that of free translation over length $a$. The harmonic formula would instead diverge. A flat direction thus needs a translational or rotational partition function; deleting it is wrong in this limit too.

In the example the barrier along $x$ is $12.9\,kT$, but an unrelaxed quarter-turn about the vertical costs only $3.2\,kT$. Comparing the full rigid-body integral at 450 K with the classical harmonic result raises $K$ by a factor 1.23, or $-0.008$ eV in free energy. The turn about the vertical alone gives 1.14, the largest single part; the rest comes from the other motions and their coupling. The factor 1.23 is classical and assumes a rigid molecule. Applied to the nine-mode result, it changes the coverage from 0.074 to 0.089.

Now let the field be carried without distortion by a surface atom at displacement $R$, held by a spring $k_s$. The energy is $V_{\rm int}(r)+U_{\rm ext}(r-R)+\frac12k_sR^2$. Put $r_i'=r_i-R$ for every atom. Since $V_{\rm int}$ ignores a common shift,

$$V_{\rm tot}=V(r')+\tfrac12k_sR^2 .$$

The change of variables has unit Jacobian, and the classical momentum integrals are unaffected. The classical free energy is therefore that of the molecule on the frozen slab plus that of the bare surface atom. For a 27 u atom with $k_s=1000$ eV/nm², the lowest wavenumber falls from 76.9 to 75.4 cm⁻¹. The quantum free energy of adsorption changes by 0.9 meV.

If $k_s=0$, three zero modes appear: molecule and field translate together. Turning the molecule still costs energy, since the field keeps its orientation. These three zeros belong to the joint system and may be separated from its vibrations. They do not justify removing the shifts of the molecule relative to the slab.

## How far the numbers reach

The temperature and pressure are in the rough range used when water serves as co-reactant in atomic layer deposition of oxides, and a binding energy near 1 eV is a plausible size for water held at a strong surface site. The turning modes are probably too soft: hydrogen-bonded water usually has such modes at several hundred cm⁻¹. Replace the three turning modes by a trial value of 600 cm⁻¹, with everything else fixed. Each then contributes $+0.031$ eV, and the omitted total at 450 K shrinks from $-0.126$ to $-0.014$ eV. The factor of 26 therefore belongs to this soft field; the need to count all nine modes does not depend on it.

Neighbouring molecules also interact. For parallel upright dipoles of roughly 1.9 D on the square lattice, the repulsion felt by one molecule in a full layer is 0.16 eV. This is the value for fixed point dipoles in vacuum. Image dipoles in a substrate of dielectric constant 9 would raise it to about 0.19–0.25 eV for dipoles 0.23–0.10 nm above the dielectric, and hydrogen bonds between close neighbours, which attract, are left out. The vacuum value is used below. In a mean-field estimate it scales with coverage, giving 0.012 eV at $\theta=0.074$. At that coverage it multiplies $K$ by $e^{-0.012/0.03878}\approx0.73$. The repulsion also lowers the coverage; solved self-consistently, $\theta=0.059$ and the factor is 0.78, a change comparable with the anharmonic one and opposite in sign.

Quantum tunnelling through the lateral barrier is a matter of hopping rate. For a parabolic barrier of frequency $\omega_b$, the tunnelling exponent at energy $\epsilon$ below the top is $2\pi\epsilon/\hbar\omega_b$, while the thermal exponent is $\epsilon/kT$. They are equal at $T=\hbar\omega_b/2\pi k$, which is 18 K for the hop along $x$. Motions carried by the light hydrogens cross over higher: 54 K for the turn about the vertical, whose relaxed barrier is 0.124 eV. Both values lie far below the process temperature.

Real oxide surfaces can break a stronger assumption: water may dissociate into hydroxyl groups, and sites differ in energy. The model contains neither effect. Their leverage is large, since a change of 0.1 eV in adsorption energy alone alters $K$ at 450 K by $e^{0.1/0.03878}\approx13$. The coverages above are those of the stated field and site. The numerical output lists the values behind them.

## Values computed for the example and the checks

```
masses O, H: 15.999, 1.008 u
bond length: 0.096 nm; angle: 104.5 deg
bond spring: 5000 eV/nm2; angle spring: 4.2 eV/rad2
O Morse depth: 1.00 eV; steepness: 15 1/nm
O Morse minimum height: 0.20 nm; cell side: 0.50 nm
O corrugation x, y: 0.50, 0.50 eV
H corrugation y: 0.30 eV
H repulsion at Morse height: 0.15 eV; decay: 20 1/nm
temperature: 450 K; kT: 0.03878 eV
pressure: 0.10 Torr
relaxed O height: 0.20410 nm
adsorption energy without vibrations: -0.9117 eV
gas wavenumbers (cm^-1): 1625.4 3759.9 3814.6
adsorbed, lowest six (cm^-1): 76.9 97.7 211.9 247.6 252.8 322.7
adsorbed, top three (cm^-1): 1636.3 3763.8 3815.5
rigid share, lowest six: 1.00000 1.00000 1.00000 1.00000 1.00000 1.00000
rigid share, top three: 0.00000 0.00000 0.00000
left by projection (cm^-1): 1636.3 3763.8 3815.5
shift curvatures x y z (eV/nm2): 39.48 86.85 406.28
turn curvatures x y z (eV/rad2): 0.2337 0.2941 0.2703
mode free energies, lowest six (eV): -0.0543 -0.0450 -0.0144 -0.0080 -0.0072 0.0029
sign-change ratio quantum/kT: 0.9624
sign-change wavenumber at 450 K: 301.0 cm^-1
omitted zero-point energy: 0.0750 eV
omitted thermal part: -0.2009 eV
omitted free energy at 300 K: -0.0172 eV
omitted free energy at 450 K: -0.1260 eV
omitted free energy at 600 K: -0.2600 eV
accidental cancellation temperature: 271.3 K
x translation gap, periodic quantum: 9.525 meV
x translation quantum, harmonic: 9.571 meV
x free energy, periodic / harmonic: -0.05499 / -0.05416 eV
ln(integral/all-mode K) at 20 K, 40 K: 0.00523, 0.01127
same, extrapolated to 0 K: -0.00080
K, all nine modes: 3.708e+04 nm3
K, six projected out: 1440 nm3
K, classical rigid integral: 5.134e+04 nm3
K ratio, nine modes / projected: 25.74
half-coverage pressure, nine modes: 1.257 Torr
half-coverage pressure, projected: 32.35 Torr
coverage, nine modes: 0.07371
coverage, projected: 0.00308
anharmonic factor in K: 1.228
anharmonic free-energy shift: -0.0079 eV
coverage, nine modes with anharmonic factor: 0.08899
surface atom: 27 u, spring 1000 eV/nm2
lowest joint wavenumber: 75.4 cm^-1
slab-motion free-energy shift: 0.861 meV
hop barrier along x: 0.500 eV = 12.9 kT
unrelaxed quarter-turn barrier: 0.1253 eV = 3.23 kT
tunnelling crossover temperature: 17.7 K
rough dipole: 1.9 D; full-layer repulsion: 0.1623 eV
repulsion at nine-mode coverage: 0.01197 eV
```
